# Critical Hubbard U for small-polaron trapping and charge disproportionation

## Problem

An excess electron is added to the empty, narrow band of a crystal. The self-interaction of a semilocal density functional favours spreading the electron over all sites. A Hubbard correction $U$ can make it collapse onto one site and form a small polaron. Three quantities are known:

- the bandwidth $W$;
- the energy $E_R$ gained by lattice relaxation when the electron is held on one site;
- the residual self-interaction curvature $C>0$, the second derivative of the uncorrected on-site energy with respect to the occupation of the site, without the contributions of hopping and lattice relaxation.

(a) Estimate the $U$ at which the localized state becomes lower in energy than the band state.

(b) Show that too large a $U$ traps a carrier that should remain in the band, and say how this can be recognized.

(c) Find out whether charge disproportionation in a half-filled band has a similar critical $U$.

Use a cubic lattice with $W=2.4$ eV and $C=4.0$ eV, and compare $E_R=0.7$ eV (case A) with $E_R=1.3$ eV (case B). These are round model parameters. Energies are in eV, the natural unit for $U$; the main results are also given in hartree (Ha).

## Solution

### The energy functional

Take one orbital per site, nearest-neighbour hopping $t>0$ and $z$ neighbours per site. Let the lattice be bipartite: it consists of two sublattices, and all neighbours of a site belong to the other sublattice. Reversing the sign of the amplitudes on one sublattice then reverses the hopping energy, so the band runs from $-zt$ to $+zt$ and $W=2zt$. The cubic lattice has $z=6$, hence $t=2.4/12=0.20$ eV. The electron has real amplitudes $\psi_i$ and occupations $n_i=\psi_i^2$, with $\sum_i n_i=1$.

**Self-interaction.** An on-site interaction has the form $\tfrac C2\hat n(\hat n-1)$. For a single electron $\hat n$ has the values 0 and 1, so this term vanishes: an electron does not repel itself. A functional that knows only the mean occupation replaces $\langle\hat n^2\rangle=\langle\hat n\rangle$ by $\langle\hat n\rangle^2$ and leaves

$$E_{\rm SI}=\frac C2\sum_i(n_i^2-n_i)=-\frac C2\sum_i n_i(1-n_i).$$

This is zero for integer occupations and negative for fractional ones. It therefore favours spreading.

**Hubbard correction.** For one orbital per site, the rotationally invariant form adds $\tfrac U2\sum_i(n_i-n_i^2)$. The sum of the two terms is $\tfrac{C-U}2\sum_i(n_i^2-n_i)$. The spurious energy is removed at $U=C$, which is therefore the correct value in this model. A larger $U$ penalizes fractional occupation without physical cause.

**Lattice.** Let each site have a classical displacement $x_i$ with energy $\tfrac K2x_i^2-g x_in_i$. Setting the derivative to zero gives $x_i=gn_i/K$, and the energy becomes

$$\frac{g^2n_i^2}{2K}-\frac{g^2n_i^2}{K}=-E_Rn_i^2,\qquad E_R=\frac{g^2}{2K}.$$

For $n_i=1$ this is $-E_R$, as the definition of $E_R$ requires.

**Sum.** With each bond counted once, and with $\sum_i n_i=1$,

$$E=-2t\sum_{\langle ij\rangle}\psi_i\psi_j+\frac{C-U}2\Big(\sum_i n_i^2-1\Big)-E_R\sum_i n_i^2 .$$

Collecting the factors of $\sum_i n_i^2$ gives

$$E=-2t\sum_{\langle ij\rangle}\psi_i\psi_j-\frac A2\sum_i n_i^2+\frac{U-C}2,\qquad A=U-C+2E_R. \tag{1}$$

The last term is the same for all states. Whether the electron localizes thus depends on $A/t$ and the lattice type. An excess $U-C$ acts on the electron just as an additional relaxation energy $(U-C)/2$ would. This is the origin of spurious trapping.

### (a) The critical U

**Band state.** Put $\psi_i=1/\sqrt N$ on $N$ sites. There are $Nz/2$ bonds, each contributing $-2t/N$, so the hopping energy is $-zt$. Since $\sum_i n_i^2=1/N\to0$ in a large crystal,

$$E_{\rm band}=-zt+\frac{U-C}2=-\frac W2+\frac{U-C}2 .$$

**Crude polaron.** An electron entirely on one site has no hopping energy and $\sum_i n_i^2=1$, so its energy is $-A/2+(U-C)/2$. Equality with the band state gives $A=W$, or $U_c\approx C+W-2E_R$. Localization gives up the band energy $W/2$ and gains $E_R+(U-C)/2$; multiplying by two produces the factor in front of $E_R$.

**Improved polaron.** The electron leaks onto the neighbours. Give each of them the amplitude $\eta$ and the central site $\sqrt{1-z\eta^2}$. The hopping energy is $-2zt\eta\sqrt{1-z\eta^2}\approx-2zt\eta$, and

$$\sum_i n_i^2=(1-z\eta^2)^2+z\eta^4\approx1-2z\eta^2 .$$

To second order in $\eta$, without the common constant,

$$E(\eta)=-\frac A2+Az\eta^2-2zt\eta .$$

The condition $2Az\eta-2zt=0$ gives $\eta=t/A$. Inserting it,

$$E_{\rm pol}=-\frac A2+\frac{zt^2}A-\frac{2zt^2}A=-\frac A2-\frac{zt^2}A .$$

**Crossing.** Setting $E_{\rm pol}=-zt$ and multiplying by $-2A$ gives

$$A^2+2zt^2=2ztA\quad\Rightarrow\quad A=zt\left(1\pm\sqrt{1-\frac2z}\right).$$

The expansion needs $t/A\ll1$. For $z=6$ the lower root is about $1.1\,t$ and violates this, so the upper root is taken. With $zt=W/2$,

$$\boxed{U_c\approx C+aW-2E_R,\qquad a=\frac12\left(1+\sqrt{1-\frac2z}\right)} \tag{2}$$

For many neighbours $a\to1$, which is the crude estimate. For a chain, $z=2$, the upper root gives $\eta=1/2$, which is not small, and the estimate should not be used. On the square lattice it gives $A_c/W=0.854$, against $0.835$ from numerical minimization.

**Numbers.** For the cubic lattice $a=0.908$ and $aW=2.18$ eV. Then

- case A: $U_c=4.00+2.18-1.40=4.78$ eV $=0.176$ Ha;
- case B: $U_c=4.00+2.18-2.60=3.58$ eV $=0.132$ Ha.

Numerical minimization of the functional with explicit displacements gives 4.76 eV (0.175 Ha) and 3.56 eV (0.131 Ha). The estimate is off by about 0.02 eV, less than 1% of $W$. The crude values, 5.00 and 3.80 eV, are about 0.24 eV too high.

**Input errors.** From Eq. (2), at fixed $z$,

$$\delta U_c=\delta C+a\,\delta W-2\,\delta E_R .$$

If each input may be wrong by $e$, the worst case is $(1+0.908+2)e\approx3.9e$. For equal absolute errors, the relaxation energy matters most. The curvature $C$ must include electronic screening and refer to the same site projector as $U$; otherwise the difference $U-C$ has no meaning.

### (b) Overcorrection

**When trapping is spurious.** At the correct value $U=C$ the attraction is $A=2E_R$. The polaron is then the lower state if

$$2E_R>aW .$$

Case B satisfies this, since $2.60>2.18$ eV. Case A does not, since $1.40<2.18$ eV, so its carrier belongs in the band. Yet Eq. (2) gives a finite $U_c$ for case A as well. The polaron becomes the lowest state once

$$U-C>aW-2E_R=2.18-1.40=0.78\ \text{eV}.$$

An overcorrection of about 0.8 eV is enough to turn a band carrier into a trapped one.

**How strong the trap becomes.** Let $B=E_{\rm band}-E_{\rm pol}$ be the binding energy, now with the full energies, and let $P=\sum_i n_i^2$ in the localized state. That state is stationary with respect to $\psi_i$ and $x_i$, so its energy changes with $U$ through the explicit dependence alone:

$$\frac{dE_{\rm pol}}{dU}=\frac12\sum_i(n_i-n_i^2)=\frac{1-P}2,\qquad \frac{dE_{\rm band}}{dU}=\frac12 .$$

Subtraction gives

$$\frac{dB}{dU}=\frac P2 .$$

For a compact state $P$ is near 1, and each additional eV of $U$ adds nearly half an eV of binding. In case A at $U=6.0$ eV, $A=6.0-4.0+1.4=3.4$ eV and

$$B\approx\frac A2+\frac{zt^2}A-\frac W2=1.70+\frac{6(0.20)^2}{3.4}-1.20=0.57\ \text{eV}.$$

Minimization gives the same value to this accuracy. At $U=C$ there is no such bound state.

**A few cases.** The binding energies below come from minimization, started with the electron on one site. A negative value means that a localized solution exists but lies above the band state.

| Case | $U$ (eV) | $A$ (eV) | $B$ (eV) | Outcome |
|---|---:|---:|---:|---|
| A | 4.0 | 1.4 | none | correct: band carrier |
| A | 4.5 | 1.9 | −0.11 | spurious metastable trap |
| A | 5.0 | 2.4 | +0.11 | spurious lowest state |
| A | 6.0 | 3.4 | +0.57 | strong spurious trap |
| B | 2.0 | 0.6 | none | true polaron missed |
| B | 4.0 | 2.6 | +0.20 | correct: polaron |
| B | 6.0 | 4.6 | +1.15 | polaron overbound |

Case B shows that a qualitatively correct polaron can still have a badly wrong energy. At $U=6.0$ eV its binding is nearly six times the value at $U=C$.

**Metastable traps.** The row at $U=4.5$ eV lies below $U_c$, yet the electron stays localized. A reason for a barrier in three dimensions can be seen from a state spread smoothly over a radius of $R$ lattice spacings. Its hopping energy lies above the band bottom by an amount of order $t/R^2$, while its attraction energy is of order $-A/R^3$. At large $R$ the cost is greater, so a band electron must first go uphill in order to contract. This holds for the on-site coupling used here. A long-range polar coupling gives an attraction of order $-1/R$, which wins at large $R$, so that the band electron can contract into a large polaron without this barrier.

In the numerical minimization, the one-site start stays localized down to $A\approx0.654\,W$. In case A this means $U\approx4.17$ eV, well below the crossing at 4.76 eV. The clusters must be large enough for this limit: edges of 12 and 16 sites agree, whereas an edge of 6 sites gives $0.664\,W$.

**Starting from the band state.** A periodic cell of $N=L^3$ sites may hide the trap if the calculation starts from a uniform density. Perturb the uniform state by

$$\psi_i=\sqrt{\frac{1-d}N}+\delta_i,\qquad \sum_i\delta_i=0,\qquad d=\sum_i\delta_i^2 ,$$

which keeps the norm at $(1-d)+d=1$. In $\sum_i\psi_i^4$ the term linear in $\delta_i$ vanishes. To second order,

$$\sum_i\psi_i^4\approx\frac{(1-d)^2}{N}+\frac{6d}N\approx\frac{1+4d}N ,$$

so the attraction energy changes by $-\tfrac A2\cdot\tfrac{4d}N=-2Ad/N$. The cheapest perturbation is one wave along a cube axis, with wavelength $L$ sites. It raises the hopping energy by $2t[1-\cos(2\pi/L)]\,d$. The uniform state becomes unstable when

$$A>L^3t\left[1-\cos\frac{2\pi}L\right].$$

For $L=4$ this is $64\times0.20\times1=12.8$ eV, far above the $A=3.4$ eV of the strong trap. Small disturbances of the uniform state then die out, although a localized state lies more than 0.5 eV lower: its binding of 0.57 eV is measured from the band state of the infinite crystal, and the uniform state of this cell lies only $A/2N\approx0.03$ eV below that. For large $L$ the bound grows as $2\pi^2tL$. Hence two calculations with the same $U$ can give different answers, depending on whether a sufficiently strong local distortion or a localized density was supplied at the start. Finding a localized solution does not show that it is the lowest state, and finding the lowest state does not show that $U$ is right.

**Two ways to recognize overcorrection.** The first is to hold the lattice rigid. Then $E_R$ drops out and Eq. (2) gives $U_c=C+aW=6.18$ eV; minimization gives 6.16 eV. In this model a carrier that localizes in an undistorted, perfect lattice is trapped by the correction alone. With a one-site start such a state survives down to $A=U-C\approx0.654\,W$, that is $U\approx5.57$ eV, and it becomes the lowest state at 6.16 eV. The check detects gross overcorrection but misses the spurious traps of case A between about 4.17 and 5.57 eV, which are the lowest state from 4.76 eV on.

The second way is more sensitive. Freeze the distorted lattice and compare the occupied level $\varepsilon$ with the energy of adding the electron, $E(1)-E(0)$. Let $h$ be the hopping energy plus the coupling energy $-g\sum_i x_in_i$. The elastic energy cancels in the difference, so

$$E(1)-E(0)=h+\frac{C-U}2(P-1).$$

The level contains the derivative of the on-site energy, $(C-U)(n_i-\tfrac12)$, weighted with $n_i$:

$$\varepsilon=h+(C-U)\left(P-\frac12\right).$$

The difference is

$$\varepsilon-[E(1)-E(0)]=(C-U)\left(P-\frac12-\frac P2+\frac12\right)=\frac{(C-U)P}2. \tag{3}$$

For a localized carrier it vanishes only at $U=C$, is positive for undercorrection and negative for overcorrection. For a carrier spread over the crystal $P\to0$ and the difference vanishes whatever $U$ is, so the test needs a distortion that keeps the carrier localized. In case A at $U=6.0$ eV, the level is at $-2.396$ eV and the addition energy is $-1.441$ eV. Their difference, $-0.955$ eV, exposes the overcorrection. In case B at $U=C$ both are $-2.591$ eV. Equation (3) tests the correction, not the existence of the polaron: case B at $U=6.0$ eV also violates the condition, although its polaron is real.

### (c) Charge disproportionation

Now let the band be half filled and fully spin-polarized, with half an electron per site on average. Disproportionation means that the sites of two interpenetrating sublattices acquire the occupations $\tfrac12+m$ and $\tfrac12-m$; at $2m=1$ it is complete. No site holds two electrons, so $U=C$ is still the correct value. The reaction in which one site takes two carriers from its neighbours' share also involves the physical repulsion between them, and is not covered here.

**Self-consistency.** The potential on a site is

$$(C-U)\left(n_i-\tfrac12\right)-gx_i=(C-U)\left(n_i-\tfrac12\right)-2E_Rn_i=-An_i+\frac{U-C}2 .$$

It alternates by $\mp\Delta$ about its mean, with $\Delta=Am$. On a bipartite lattice this potential couples each band state of energy $\epsilon$ to one of energy $-\epsilon$. The resulting levels are $\pm\sqrt{\epsilon^2+\Delta^2}$, and the lower one is filled. In it, the weight on the favoured sublattice exceeds that on the other by $\Delta/\sqrt{\epsilon^2+\Delta^2}$. There is one filled level for every two sites, so $m$ is half the average of this quantity. For a flat density of states, $|\epsilon|$ is uniformly distributed between 0 and $W/2$, and

$$m=\frac1W\int_0^{W/2}\frac{\Delta\,d\epsilon}{\sqrt{\epsilon^2+\Delta^2}}=\frac\Delta W\,\operatorname{arsinh}\frac W{2\Delta}. \tag{4}$$

Substituting $m=\Delta/A$ and dividing by $\Delta$ gives $W/A=\operatorname{arsinh}(W/2\Delta)$. Hence

$$\Delta=\frac{W/2}{\sinh(W/A)},\qquad 2m=\frac{2\Delta}A=\frac{W/A}{\sinh(W/A)}. \tag{5}$$

**No sharp threshold at $A\approx W$.** Let $\Delta(m)$ be the alternating potential that Eq. (4) requires for a given $m$. Creating a further $dm$ costs the hopping energy $\Delta(m)\,dm$ per site, while the attraction $-\tfrac A2(\tfrac14+m^2)$ returns $Am\,dm$. The slope of the energy is therefore $\Delta(m)-Am$. By Eq. (4), $\Delta(m)/m=W/\operatorname{arsinh}(W/2\Delta)$, which tends to zero for small $\Delta$ and grows with $\Delta$. For any $A>0$ the energy first falls and has its minimum at Eq. (5). For $A\le0$ it rises from the start. The onset is thus at

$$U=C-2E_R ,$$

which is 2.60 eV in case A. Just above it $2m\approx(2W/A)e^{-W/A}$, which is exponentially small. At $A=W$, that is $U=C+W-2E_R$, Eq. (5) gives $2m=1/\sinh1=0.85$. The crude polaron threshold therefore marks nearly complete disproportionation, not its beginning.

For case A the amplitudes $2m$ are:

| $U$ (eV) | flat band | 216-site cubic cluster |
|---:|---:|---:|
| 4.0 | 0.64 | 0.82 |
| 5.0 | 0.85 | 0.93 |
| 6.0 | 0.92 | 0.96 |

The cubic cluster is more strongly ordered. For large $\Delta$ this follows from $m\approx\tfrac12\left(1-\langle\epsilon^2\rangle/2\Delta^2\right)$: the mean square band energy is $zt^2=W^2/24$ on the cubic lattice but $W^2/12$ for the flat band. At $U=4.0$ eV $\Delta$ is too small for this expansion, and the full self-consistency condition is needed. Cluster size plays no part in the table. The self-consistency condition averaged over a dense mesh of band states of the infinite cubic lattice gives 0.82, 0.93 and 0.96 again, so the difference comes from the shape of the band.

Some disproportionation is genuine here, because $A=2E_R>0$ at $U=C$. In case A overcorrection exaggerates an order that is already strong; in a flat band with $2E_R\ll W$ the genuine amplitude is exponentially small, and a sizeable order would come from the overcorrection. For a general density of states $\rho(\epsilon)$, normalized to one, Eq. (4) reads $m/\Delta=\tfrac12\int\rho(\epsilon)\,d\epsilon/\sqrt{\epsilon^2+\Delta^2}$. This diverges logarithmically for $\Delta\to0$ if $\rho(0)>0$, as on the cubic lattice, so the onset there is also at $A=0$. A band without the pairing of $\epsilon$ and $-\epsilon$, or with $\rho(0)=0$, lacks this argument and may need a finite $A$.

### Range of validity

The estimates treat the lattice as classical and omit intersite Coulomb forces, long-range polarization and orbital degeneracy. Equation (2) also requires a bipartite lattice. It does not apply to the face-centred cubic lattice, for example, where neighbours of a site are neighbours of each other and the band runs from $-12t$ to only $+4t$. For a real material with short-range coupling to the lattice, and with $W/2$ read as the distance from the band bottom to the on-site level, Eq. (2) is best used as a warning: when $2E_R<aW$, an excess of $U$ over the independently determined curvature $C$ by $aW-2E_R$ makes a spurious trap the lowest state, and a metastable one can appear at a much smaller excess (0.17 eV in case A), so a localized carrier is by itself no evidence for a small polaron. In a polar crystal the omitted long-range polarization can bind a large polaron at $U=C$ even when $2E_R<aW$; the condition then speaks only of the small polaron, and the thresholds shift. The thresholds, binding energies and amplitudes were checked numerically. The cubic thresholds of cases A and B, the binding energies, the comparison of level and addition energy, and the cluster amplitudes kept the displacements in the functional; the other checks used the net attraction $A$ directly.

## Table of computed values

```
Bandwidth W = 2.40 eV, hopping t = 0.20 eV, z = 6
Curvature C = 4.00 eV, cubic factor a = 0.9082
Case A: E_R = 0.70 eV, crude U_c = 5.000 eV
  refined U_c = 4.780 eV = 0.1757 Ha
  minimized U_c = 4.763 eV = 0.1750 Ha
Case B: E_R = 1.30 eV, crude U_c = 3.800 eV
  refined U_c = 3.580 eV = 0.1316 Ha
  minimized U_c = 3.563 eV = 0.1309 Ha
Minimized A_c/W, cubic lattice = 0.9013
A_c/W, square lattice: minimized 0.8349, estimate 0.8536
Rigid-lattice trapping above U = 6.163 eV
Smallest A/W at which a seeded localized state survives
  cluster edge 6 sites: 0.6641
  cluster edge 8 sites: 0.6562
  cluster edge 12 sites: 0.6544
  cluster edge 16 sites: 0.6544
  case A: above U = 4.171 eV
  case B: above U = 2.971 eV
Binding = band energy minus localized energy
  case A, U = 2.0 eV: no localized state
  case A, U = 4.0 eV: no localized state
  case A, U = 4.5 eV: binding -0.112 eV, P = 0.819
  case A, U = 5.0 eV: binding +0.105 eV, P = 0.902
  case A, U = 6.0 eV: binding +0.572 eV, P = 0.955
  case B, U = 2.0 eV: no localized state
  case B, U = 4.0 eV: binding +0.196 eV, P = 0.919
  case B, U = 4.5 eV: binding +0.430 eV, P = 0.945
  case B, U = 5.0 eV: binding +0.668 eV, P = 0.960
  case B, U = 6.0 eV: binding +1.153 eV, P = 0.976
Case A, U = 6.0 eV: A = 3.40 eV, expanded binding = 0.571 eV
  binding slope dB/dU = 0.4777
Case A, U = 6.0 eV: level -2.396 eV, addition -1.441 eV
  level minus addition = 0.955 eV in size
Case B, U = 4.0 eV: level -2.591 eV, addition -2.591 eV
  level minus addition = 0.000 eV in size
64-site uniform state unstable above A = 12.80 eV
Case A disproportionation starts at U = 2.60 eV
Amplitude 2m (1 = complete), flat band / 216-site cubic cluster
  U = 4.00 eV: 0.638 / 0.816
  U = 5.00 eV: 0.851 / 0.926
  U = 6.00 eV: 0.922 / 0.961
```
